# Mean energy change per collision in the exponential-down model

## What dimensions and symmetry fix

A molecule with internal energy $E$ collides with a bath gas at temperature $T$. Let $P(E'|E)$ be the probability density that it leaves the collision with energy $E'$. We want the mean of $\Delta E=E'-E$ over all collisions, upward and downward together; a negative value means that the molecule loses energy.

Suppose that the density of states $\rho$ is constant, that the lowest level is far below $E$, and that the sizes of downward steps follow the same distribution at every $E$, with the mean $a$ as its only energy scale. Nothing then marks one energy as different from another, so the mean change cannot depend on $E$. A constant $\rho$ cancels from the ratio of forward and reverse probabilities. Two energies remain, $a$ and $kT$, and therefore

$$\langle\Delta E\rangle=-a\,\Phi(a/kT),$$

with $\Phi$ a dimensionless function. Its end values follow from detailed balance. When $kT\to\infty$, upward and downward steps of equal size are equally likely, so $\Phi(0)=0$. When $kT\to0$, upward steps vanish and each collision removes $a$ on average, so $\Phi(\infty)=1$. For an exponential distribution of downward steps, the function between these ends is $\Phi(r)=r/(1+r)$:

$$\boxed{\langle\Delta E\rangle=-\frac{a^2}{a+kT}}$$

Two derivations follow.

## First derivation: moments of the steps

The exponential-down model states that, for $x>0$,

$$P(E-x|E)=u(E)\,e^{-x/a}.$$

The factor $u(E)$ is to be found from normalisation. The mean size of the downward steps is $\int_0^\infty xe^{-x/a}dx\big/\int_0^\infty e^{-x/a}dx=a^2/a=a$, as required.

Upward steps are not free to choose. Detailed balance with the bath requires

$$\rho(E)e^{-E/kT}P(E'|E)=\rho(E')e^{-E'/kT}P(E|E').$$

Set $E'=E+x$ and use constant $\rho$. The reverse process is a downward step from $E+x$, so

$$P(E+x|E)=e^{-x/kT}\,u(E+x)e^{-x/a}=u(E+x)\,e^{-x/b},$$

$$\frac1b=\frac1a+\frac1{kT},\qquad b=\frac{a\,kT}{a+kT}<a.$$

The total probability must be one. Far above the lowest level the downward integral may be extended to infinity:

$$a\,u(E)+\int_0^\infty u(E+x)e^{-x/b}\,dx=1.$$

A constant $u$ gives $u(a+b)=1$, so $u=1/(a+b)$. To see that there is no other solution, let $v$ be the difference of two solutions and write $J(E)=\int_E^\infty v(y)e^{-(y-E)/b}dy$. Then $av+J=0$, while differentiation gives $J'=J/b-v=J(1/b+1/a)$. Hence $J\propto e^{(1/a+1/b)E}$. But $e^{-E/b}J(E)=\int_E^\infty v(y)e^{-y/b}dy$ must tend to zero at large $E$ if the integral converges, whereas here it grows as $e^{E/a}$. So $J=0$ and $v=0$.

With $u$ constant, $b$ is the mean size of the upward steps. The probabilities of going up and down are $b/(a+b)$ and $a/(a+b)$, and the mean change is

$$\langle\Delta E\rangle=\frac{b}{a+b}\,b-\frac{a}{a+b}\,a=\frac{b^2-a^2}{a+b}=b-a.$$

Inserting $b$,

$$b-a=\frac{a\,kT-a(a+kT)}{a+kT}=-\frac{a^2}{a+kT}.$$

Upward steps are thus both rarer and shorter than downward ones.

**Small steps, $a\ll kT$.** Here $\langle\Delta E\rangle\simeq-a^2/kT$. The loss is quadratic in $a$ because gains and losses nearly cancel: the difference of the mean step sizes is itself of order $a^2/kT$.

**Large steps, $a\gg kT$.** Expanding $-a/(1+kT/a)$ gives $-a+kT$ to first order in $kT/a$. Few collisions go upward, and the loss approaches $a$.

Between the limits, $\ln|\langle\Delta E\rangle|=2\ln a-\ln(a+kT)$, so at fixed temperature

$$\frac{d\ln|\langle\Delta E\rangle|}{d\ln a}=2-\frac{a}{a+kT}=\frac{a+2kT}{a+kT}.$$

This exponent falls from 2 for small steps to 1 for large ones.

## Second derivation: a differential equation

The second route evaluates no integral over step sizes. It starts from translation invariance: $P(E'|E)=p(E'-E)$. With $\beta=1/kT$, detailed balance reads $p(x)=e^{-\beta x}p(-x)$. Together with the exponential downward law, this gives one expression for both signs of $x$:

$$p(x)=u\,e^{-\beta x/2}e^{-\kappa|x|},\qquad \kappa=\frac1a+\frac\beta2.$$

For $x<0$ the exponent is $\beta|x|/2-|x|/a-\beta|x|/2=-|x|/a$. For $x>0$ it is $-\beta x/2-x/a-\beta x/2=-x/b$. Both agree with the step laws.

For a function $g$ of energy, let $F(E)$ be its average after one collision from $E$:

$$F(E)=\int_{-\infty}^{\infty}p(E'-E)\,g(E')\,dE'.$$

Multiplying by $e^{-\beta E/2}$ and writing $h=e^{-\beta E/2}F$ and $G=e^{-\beta E/2}g$ gives

$$h(E)=u\left[\int_{-\infty}^{E}e^{-\kappa(E-E')}G(E')dE'+\int_E^\infty e^{-\kappa(E'-E)}G(E')dE'\right].$$

Call the two integrals $A$ and $B$. Then $A'=G-\kappa A$ and $B'=-G+\kappa B$. The terms in $G$ cancel in the first derivative, $h'=\kappa u(B-A)$. Differentiating again,

$$h''=\kappa u(\kappa B-G-G+\kappa A)=\kappa^2h-2\kappa u\,G.$$

Since $h''=e^{-\beta E/2}(F''-\beta F'+\beta^2F/4)$, this becomes

$$F''-\beta F'-\left(\kappa^2-\frac{\beta^2}{4}\right)F=-2\kappa u\,g.$$

The bracket factorises:

$$\left(\kappa-\frac\beta2\right)\left(\kappa+\frac\beta2\right)=\frac1a\left(\frac1a+\beta\right)=\frac1{ab}.$$

Take $g=1$. Probability is conserved, so $F=1$, and the equation gives $2\kappa u=1/(ab)$. In general, therefore,

$$F''-\beta F'-\frac{F-g}{ab}=0.$$

Take $g=E$. By translation invariance the mean final energy is $F=E+\langle\Delta E\rangle$ with a constant shift, so $F''=0$ and $F'=1$. What remains is $-\beta-\langle\Delta E\rangle/(ab)=0$, or

$$\langle\Delta E\rangle=-\frac{ab}{kT}=-\frac{a}{kT}\,\frac{a\,kT}{a+kT}=-\frac{a^2}{a+kT}.$$

The same equation gives the spread. For $g=E^2$, $F=E^2+2E\langle\Delta E\rangle+\langle\Delta E^2\rangle$. Substitution gives

$$2-2\beta E-2\beta\langle\Delta E\rangle-\frac{2E\langle\Delta E\rangle+\langle\Delta E^2\rangle}{ab}=0.$$

The terms in $E$ cancel because $\langle\Delta E\rangle=-\beta ab$. The rest is

$$\langle\Delta E^2\rangle=2ab-2\beta ab\langle\Delta E\rangle=2ab+2\langle\Delta E\rangle^2.$$

For $a\ll kT$ the last term is smaller than the first by a factor of order $(a/kT)^2$. Then $\langle\Delta E\rangle\simeq-\langle\Delta E^2\rangle/(2kT)$: the mean loss is tied to the random spread through the temperature, as for a diffusing particle under a constant force.

## What each derivation assumes

Both need detailed balance at a single bath temperature, an energy far above the lowest level, a constant density of states and a constant $a$. They differ in two respects.

The first derivation proves that $u$ is constant; the second takes this from translation invariance. The first also survives a change in the shape of the downward law. If $e^{-x/a}$ is replaced by another function $f(x)$ of step size alone, with convergent moments, constant $u$ still satisfies normalisation and

$$\langle\Delta E\rangle=-\frac{\int_0^\infty x f(x)(1-e^{-x/kT})dx}{\int_0^\infty f(x)(1+e^{-x/kT})dx}.$$

The second derivation depends on the exponential shape, which is what turns the integral into a second-order differential equation. In return it delivers successive moments by algebra.

Two shared assumptions deserve a closer look, because real molecules break them.

### The lowest level

Let the lowest level be at $E=0$ and put $q=e^{-E/a}$. Downward steps now stop at $x=E$, and normalisation becomes

$$a(1-q)u(E)+\int_0^\infty u(E+x)e^{-x/b}dx=1.$$

For $E>0$ the solution is

$$u(E)=\sum_{n=0}^\infty c_nq^n,\qquad c_n=\frac1{a+(n+1)b}.$$

To verify it, note that $q^n$ becomes $q^ne^{-nx/a}$ at energy $E+x$, and that $\int_0^\infty e^{-x/b-nx/a}dx=ab/(a+nb)$. The terms without $q$ give $(a+b)c_0=1$. For $n\ge1$ the coefficient of $q^n$ is

$$ac_n\left(1+\frac{b}{a+nb}\right)-ac_{n-1}=\frac{a}{a+nb}-\frac{a}{a+nb}=0.$$

The earlier argument again excludes a second solution: with $a$ replaced by $a(1-q)$, the product $e^{-E/b}J$ has the logarithmic growth rate $1/[a(1-q)]>0$, so it cannot tend to zero at large $E$ unless $J=0$.

The mean change needs two first moments. Integration by parts gives $\int_0^Exe^{-x/a}dx=a^2-(a^2+aE)q$, and $\int_0^\infty xe^{-x/b-nx/a}dx=[ab/(a+nb)]^2$. Hence

$$\langle\Delta E\rangle(E)=-u(E)\left[a^2-(a^2+aE)q\right]+\sum_{n=0}^\infty c_nq^n\left(\frac{ab}{a+nb}\right)^2.$$

For $E\gg a$ the leading correction to the boxed result is $+\,aE\,e^{-E/a}/(a+b)$, the missing contribution of long downward steps.

The floor also settles an apparent conflict with equilibrium. A thermal population cannot lose energy on average, yet the boxed result is negative at every $E$. Let $w(E)\propto e^{-E/kT}$ be the thermal distribution. Its mean change is

$$\int_0^\infty\!\!\int_0^\infty w(E)P(E'|E)(E'-E)\,dE\,dE'.$$

Exchanging the names $E$ and $E'$ reverses the sign of the last factor, while detailed balance leaves $wP$ unchanged. The integral equals its own negative and vanishes. The losses far above the floor are balanced by gains within a few $a$ of it. If the mean change crosses zero at $E_0$, the fraction of the thermal population that gains on average is $1-e^{-E_0/kT}$. This is about half for the example below, where $a\approx kT/2$, but only 9% for $a=0.02\,kT$; there a small group with larger gains balances the small losses, of order $a^2/kT$, of the rest. The boxed result describes molecules far above it.

### A growing density of states

Let $\rho\propto e^{E/\varepsilon}$. Detailed balance multiplies each upward probability by $\rho(E+x)/\rho(E)=e^{x/\varepsilon}$, so $1/kT$ is replaced everywhere by

$$c=\frac1{kT}-\frac1\varepsilon.$$

The mean upward step becomes $b=a/(1+ac)$, and

$$\langle\Delta E\rangle=b-a=-\frac{a^2c}{1+ac},\qquad 1+ac>0.$$

The condition makes the upward integral converge. More states above than below favour upward steps, so the loss shrinks; for $\varepsilon<kT$ it becomes a gain. If $\rho$ varies smoothly, the local value $1/\varepsilon=d\ln\rho/dE$ gives an estimate, good when this slope changes little over one step.

## Example: cooling of a hot precursor molecule

Take $T=900$ K, so $kT=77.56$ meV, and $a=40$ meV. Then

$$b=\frac{40\times77.56}{117.56}=26.39\ \text{meV},\qquad
\langle\Delta E\rangle=-\frac{40^2}{117.56}=-13.6\ \text{meV},$$

or $-110\ \text{cm}^{-1}$. About 40% of collisions go upward, since $26.39/66.39=0.3975$. The mean loss is therefore only a third of the mean downward step. The small-step formula would give $-20.6$ meV, too large in magnitude by the factor $1+a/kT=1.52$. The sensitivity exponent is 1.66: raising $a$ by 25% at fixed temperature changes the result to $-19.6$ meV, a 44% larger loss.

With the floor included, the mean change is $+8.7$ meV at $E=20$ meV, crosses zero at 52 meV, and reaches $-5.0$ meV at 80 meV. At 200 meV it is $-12.73$ meV. The leading correction there, $40\times200\,e^{-5}/66.39=0.81$ meV, accounts for most of the difference of 0.88 meV from the bulk value. At 400 meV the difference is about 0.1%.

**Collision rate.** For hard spheres the rate is $Z=N\pi d^2\bar v$, where $N$ is the gas number density, $d$ the collision diameter and $\bar v$ the mean relative speed. With reduced mass $\mu$ and $\alpha=\mu/2kT$, the Maxwell distribution gives

$$\bar v=\frac{\int_0^\infty v^3e^{-\alpha v^2}dv}{\int_0^\infty v^2e^{-\alpha v^2}dv}=\frac{1/(2\alpha^2)}{\sqrt\pi/(4\alpha^{3/2})}=\sqrt{\frac{8kT}{\pi\mu}}.$$

For $\mu=15$ u this is 1127 m/s. At 1 Torr the ideal-gas law gives $N=1.073\times10^{16}\ \text{cm}^{-3}$. With $d=0.45$ nm, $Z=7.69$ collisions per microsecond, and the molecule loses energy at $13.61\times7.69=105$ meV/µs.

**Number of collisions.** How many collisions, $n$ on average, bring the molecule from 2000 meV to below 1000 meV? Let $L=1000$ meV be the distance. Whether the next collision is still needed is decided by the earlier ones, so each collision that occurs contributes $\langle\Delta E\rangle$ on average, and the mean total change is $n\langle\Delta E\rangle$. The last step overshoots the limit. Given that an exponential step exceeds a certain length, its excess has the same exponential distribution, with mean $a$. Thus $n\langle\Delta E\rangle=-(L+a)$, and

$$n=\frac{L+a}{|\langle\Delta E\rangle|}=\frac{1040}{13.61}=76.4.$$

The cooling time is $76.4/7.69=9.9$ µs. Solving the collision process numerically on energy cells 2 meV wide, with constant $\rho$, also gives 76.4 collisions.

**Growth of the density of states.** Use the smooth semiclassical form $\rho\propto(E+E_z)^{s-1}$ with $s=9$ vibrational modes and zero-point energy $E_z=800$ meV. Then $1/\varepsilon=(s-1)/(E+E_z)$. At 2000 meV,

$$c=\frac1{77.56}-\frac8{2800}=0.01004\ \text{meV}^{-1},\qquad
\langle\Delta E\rangle\simeq-\frac{1600\times0.01004}{1.401}=-11.5\ \text{meV}.$$

The numerical solution with the full $\rho(E)$ agrees, giving $-11.48$ meV. At 1000 meV, where $\ln\rho$ rises more steeply, it gives $-10.16$ meV on 2 meV cells ($-10.17$ meV in the limit of narrow cells), against $-10.10$ meV from the local slope. Relative to constant density, the loss is reduced by 16% and 25% at these two energies. Cooling now takes 94 collisions, or 12.3 µs.

**Reaction on the way down.** The example leaves out decomposition. With a rough reaction threshold of 2500 meV, the chance of climbing past it before falling below 1000 meV is 0.1% for constant density and 0.4% for the growing one. For this starting energy, leaving out reaction therefore changes the cooling time little. A molecule starting near or above the threshold would need the reaction rate as well.

**Beside a real reactor.** The parameters are meant to resemble low-pressure silicon deposition from a small hydride such as silane, whose five atoms give nine vibrational modes. The temperature, the pressure and the size of the downward steps are assumed values, and none of the parameters was computed for that molecule. The values near the floor belong to the continuous model only: the lowest vibrational quantum of silane is about 113 meV, so its vibrational levels below a few hundred meV are few and discrete. Real precursors break the assumption of constant density of states, which in this model lengthens the cooling time by 23%. Uncertainty in $a$ can matter more: at constant density, raising $a$ by 25% lowers the number of collisions to $1050/19.60=53.6$, which is 30% fewer. The model also omits rotation, any dependence of $a$ on energy, and the effect of attractive forces on the collision rate; their sizes are not estimated here. The cooling time of about 10 µs is thus at best an order-of-magnitude guide for a real gas, while the boxed formula fixes how the mean loss varies with $a$ and $T$ within the stated model. The remaining values are in the numerical output.

## Computed values

```
temperature: 900 K
thermal energy kT: 77.56 meV
mean downward step a: 40.0 meV
mean upward step b: 26.39 meV
fraction of collisions upward: 0.3975
mean change, formula: -13.611 meV
mean change, formula: -109.8 cm^-1
mean change, quadrature: -13.611 meV
mean change, matrix at 2000 meV: -13.606 meV
small-step limit -a^2/kT: -20.63 meV
sensitivity dln|change|/dln a: 1.660
mean change if a is 25% larger: -19.60 meV
with floor, mean change at 20 meV: 8.702 meV
with floor, mean change at 40 meV: 2.937 meV
with floor, mean change at 80 meV: -4.986 meV
with floor, mean change at 200 meV: -12.730 meV
with floor, mean change at 400 meV: -13.599 meV
energy where mean change is zero: 52.4 meV
|thermal average of change|: 2.6e-15 meV
pressure: 1.0 Torr
collision diameter: 0.45 nm
reduced mass: 15 u
gas number density: 1.073e+16 cm^-3
mean relative speed: 1127 m/s
collision rate: 7.69 per us
energy loss rate: 104.7 meV/us
cooling from 2000 to below 1000 meV:
  collisions, formula: 76.4
  collisions, matrix: 76.4
  time, constant density: 9.93 us
growing density: 9 modes, zero-point 800 meV
  change at 2000 meV: matrix -11.48, local slope -11.46 meV
  change at 1500 meV: matrix -10.98, local slope -10.94 meV
  change at 1000 meV: matrix -10.16, local slope -10.10 meV
  collisions to cool: 94.3
  time to cool: 12.26 us
chance of reaching 2500 meV before cooling:
  constant density: 0.105 %
  growing density: 0.430 %
```
